\section*{A Falling Desorption Peak Does Not Prove Second-Order Kinetics}

\section{What scaling allows}

Hydrogen is desorbed from a semiconductor surface by raising the temperature $T$ at a constant rate $\beta$ and recording the rate of release. Let $\theta$ be the coverage in monolayers (ML, hydrogen atoms per surface atom), and take
\begin{equation}
-\frac{d\theta}{dt}=\nu\,\theta^{n}e^{-E(\theta)/kT},\qquad E(\theta)=E_0-w\theta .
\label{eq:law}
\end{equation}
Here $n$ is the order, and $\nu$, $E_0$ and $w$ are constants. A positive $w$ means that crowding lowers the barrier. Since $dT=\beta\,dt$, dividing by $\beta$ turns the time derivative into a temperature derivative. With the remaining fraction $x=\theta/\theta_0$, where $\theta_0$ is the initial coverage,
\begin{equation}
-\frac{dx}{dT}=\frac{\nu\theta_0^{\,n-1}}{\beta}\,x^{n}
\exp\!\left[-\frac{E_0-(w\theta_0)x}{kT}\right],\qquad x=1\ \text{at the start.}
\label{eq:scaled}
\end{equation}
All runs start at the same temperature, low enough for desorption to be negligible. The initial coverage then enters in two places: $\nu\theta_0^{n-1}$ and $w\theta_0$. The peak temperature $T_p$ can depend on $\theta_0$ through these two groups and in no other way.

For $n=1$ and $w=0$ both groups lose $\theta_0$, and the peak cannot move. For $n=2$ and $w=0$ the first group carries the coverage. For $n=1$ and $w\neq0$ the second does. A moving peak shows that at least one group is active; it does not say which.

\section{The belief and its appeal}

The belief is that a peak which moves down in temperature as $\theta_0$ grows proves second-order desorption. It has a sound core. Molecular hydrogen needs two atoms, and if these meet at random the rate is proportional to $\theta^2$. With a constant barrier and prefactor, second order does shift the peak down, while first order leaves it fixed. Within that restricted pair of models the inference is valid. The error lies in dropping the restriction.

\section{The direction of the shift}

Let $R=-d\theta/dT=(\nu/\beta)\theta^n e^{-E(\theta)/kT}$. Its logarithm is $\ln(\nu/\beta)+n\ln\theta-(E_0-w\theta)/kT$. Differentiating along a run, with $d\theta/dT=-R$, gives
\begin{equation}
F\equiv\frac{d\ln R}{dT}=\frac{E(\theta)}{kT^2}-R\left(\frac n\theta+\frac{w}{kT}\right)
=\frac{E(\theta)}{kT^2}-\left.\frac{\partial R}{\partial\theta}\right|_T .
\label{eq:F}
\end{equation}
The first term is the gain from heating, the second the loss from depletion. They balance at a peak, where $F=0$.

There is one peak. To see this, differentiate $F$ along the run at a point where $F=0$. There $dR/dT=RF=0$, so $R$ may be held constant, while $dE/dT=-w\,d\theta/dT=wR$:
\begin{align}
\frac{dF}{dT}&=\frac{wR}{kT^2}-\frac{2E}{kT^3}
-R\left(\frac{nR}{\theta^2}-\frac{w}{kT^2}\right)\nonumber\\
&=\frac{2wR}{kT^2}-\frac{2R}{T}\left(\frac n\theta+\frac w{kT}\right)-\frac{nR^2}{\theta^2}
=-\frac{2nR}{\theta T}-\frac{nR^2}{\theta^2}<0 .
\label{eq:curv}
\end{align}
The second line uses $E/kT^2=R(n/\theta+w/kT)$, which is the condition $F=0$. Every stationary point is therefore a maximum. Two maxima would need a minimum between them, so there cannot be two.

Next, change the coverage at fixed temperature:
\begin{equation}
\left.\frac{\partial F}{\partial\theta}\right|_T=-\frac{w}{kT^2}
-R\left[\frac{n(n-1)}{\theta^2}+\frac{2nw}{\theta kT}+\frac{w^2}{(kT)^2}\right].
\label{eq:dF}
\end{equation}
The bracket comes from $\partial^2R/\partial\theta^2=R[(n/\theta+w/kT)^2-n/\theta^2]$. For $n\ge1$ and $w\ge0$ the result is negative as soon as $n>1$ \emph{or} $w>0$.

Now compare two runs. Their curves $\theta(T)$ cannot cross, because a first-order differential equation has one solution through each point. Let the run with less hydrogen peak at $T_1$, where its $F$ is zero. At $T_1$ the other run has more coverage, so its $F$ is negative. It began with $F>0$, since its peak lies inside the ramp, and hence it has already peaked. The peak moves strictly down with $\theta_0$, for first order with $w>0$ just as for second order with $w=0$.

\section{The size of the shift}

\subsection{First order, falling barrier}

Put $n=1$, $a=E_0/k$, $\lambda=w\theta_0/k$ and $K(T)=(\nu/\beta)e^{-a/T}$. Since $R/\theta=Ke^{\lambda x/T}$, the peak condition is
\begin{equation}
\frac{a-\lambda x}{T^2}=K e^{\lambda x/T}\left(1+\frac{\lambda x}{T}\right).
\end{equation}
To first order in $\lambda$ the factor multiplying $K$ is $1+2\lambda x/T$: one part comes from the larger rate, an equal part from the barrier rising again as hydrogen leaves. Hence
\begin{equation}
\frac a{T^2}-K-\lambda x\left(\frac1{T^2}+\frac{2K}{T}\right)=0 .
\end{equation}
Let $T_0$ be the peak for $\lambda=0$, where $K=a/T_0^2$. Because $dK/dT=Ka/T^2$, the derivative of $a/T^2-K$ at $T_0$ is $-2a/T_0^3-a^2/T_0^4$. The shift is therefore
\begin{equation}
\delta T=-\lambda x\,\frac{1/T_0^2+2a/T_0^3}{2a/T_0^3+a^2/T_0^4}
=-\lambda x\,\frac{T_0(2a+T_0)}{a(a+2T_0)} .
\end{equation}
Restoring energies gives the initial slope
\begin{equation}
s\equiv\frac{dT_p}{d(w\theta_0)}\bigg|_0=-x\,T_0\,\frac{2E_0+kT_0}{E_0(E_0+2kT_0)}
\simeq-\frac2e\,\frac{T_0}{E_0}.
\label{eq:s}
\end{equation}
Here $x=\exp(-\int K\,dT)$ is the fraction left at the unperturbed peak. Integration by parts gives $\int K\,dT\simeq KT^2/a$ to leading order in $T/a$. This equals 1 at the peak, so $x\simeq1/e$.

\subsection{Second order, fixed barrier}

Let $K_2=(\nu_2/\beta)e^{-a/T}$, with $\nu_2$ the second-order prefactor. Integrating $-d\theta/dT=K_2\theta^2$ gives $1/\theta=1/\theta_0+\int K_2\,dT$. The peak condition $a/T^2=2K_2\theta$ gives $1/\theta=2K_2T^2/a$. Equating the two,
\begin{equation}
\frac1{\theta_0}=\frac{2K_2T_p^2}{a}-\int^{T_p}\!K_2\,dT\simeq\frac{K_2T_p^2}{a}\left(1+\frac{2T_p}{a}\right),
\end{equation}
where the integral was expanded as $(K_2T^2/a)(1-2T/a)$. The derivative of the middle expression is $2K_2+4K_2T/a-K_2=K_2(1+4T/a)$. Dividing $1/\theta_0$ by it,
\begin{equation}
\frac{dT_p}{d\ln\theta_0}\simeq-\frac{kT_p^2}{E_0}\left(1-\frac{2kT_p}{E_0}\right).
\label{eq:second}
\end{equation}

The two laws differ on dilution. The first-order peak settles at $T_0$, with a distance from it proportional to $\theta_0$. The second-order peak keeps climbing, by about $kT_p^2/E_0$ for each unit by which $\ln\theta_0$ falls, a step that itself grows slowly as $T_p$ rises. To leading order in $kT/E_0$ and in $w\theta_0/kT$, the ratio of first-order to second-order shift per unit of $\ln\theta_0$ is $(2/e)\,w\theta_0/kT$; for the model below this underestimates the ratio by about a fifth near 1~ML, where $w\theta_0/kT\approx2$. The barrier change thus competes with $kT$, not with $E_0$, so a change of a few per cent in the barrier suffices.

\section{A counter-example in numbers}

Take $E_0=2.5$~eV, $\nu=10^{15}$~s$^{-1}$ and $\beta=2$~K/s, rough values in the regime of monohydride hydrogen on Si(100). The fall $w=0.15$~eV/ML is chosen for the argument; it is not a measured property of silicon. The second-order model has the same $E_0$, and its prefactor, $6.3\times10^{15}$~ML$^{-1}$s$^{-1}$, is set so that the two peaks coincide at 1~ML. Integrating the rate equations gives these peak temperatures in K; the last column is explained in Section~\ref{sec:real}.

\begin{center}
\begin{tabular}{cccc}
$\theta_0$ (ML) & $n=1$, falling $E$ & $n=2$, fixed $E$ & $n=1$ with pairing\\
1 & 749.7 & 749.7 & 749.4\\
0.5 & 768.3 & 762.6 & 769.7\\
0.25 & 777.3 & 776.0 & 780.8\\
0.1 & 782.6 & 794.5 & 789.8\\
0.01 & 785.8 & 844.9 & 813.8\\
0.001 & 786.1 & 901.8 & 861.8
\end{tabular}
\end{center}

From 0.25 to 1~ML the first-order peak falls by 27.6~K and the second-order peak by 26.4~K. The belief would assign both to second order. With $w=0$ the first-order peak stays at 786.1~K at both 1 and 0.01~ML, so the falling barrier causes the whole shift.

Equation~\eqref{eq:s} accounts for its size. With $x=0.387$ and $kT_0=0.0677$~eV,
\begin{equation}
s=-0.387\times786.1\times\frac{5.068}{2.5\times2.635}\simeq-234~\text{K/eV}.
\end{equation}
Multiplying by $0.15\times0.75$~eV predicts a fall of 26.3~K, against the integrated 27.6~K; the difference is the effect of higher powers of $w\theta_0$.

Between 0.01 and 0.001~ML the first-order peak rises by 0.3~K and the second-order peak by 57.0~K. The leading term of \eqref{eq:second}, multiplied by $\ln10$, gives 60.5~K at the mean peak temperature. Its correction factor, about 0.94, brings this to 57~K.

\section{Why other evidence can mislead too}

At fixed temperature the apparent order is
\begin{equation}
\left.\frac{\partial\ln R}{\partial\ln\theta}\right|_T=n+\frac{w\theta}{kT}.
\end{equation}
At the 1~ML peak of the first-order model, 0.479~ML remains and $kT=0.0646$~eV. The apparent order is $1+0.0719/0.0646=2.11$, although the barrier there, 2.43~eV, is only 0.07~eV below its value on the empty surface. An isothermal log--log plot at 750~K has a mean slope of 2.26 between 0.25 and 1~ML. Between 0.005 and 0.02~ML the slope is 1.03, close to the true $n$.

Another analysis plots $\ln(\theta_0T_p^2)$ against $1/T_p$. For second order with a fixed barrier, $\theta\simeq\theta_0/2$ at the peak, so $a/T_p^2\simeq K_2\theta_0$ and
\begin{equation}
\ln(\theta_0T_p^2)\simeq\frac{E_0}{kT_p}+\text{constant}.
\end{equation}
For the first-order model at low coverage, $T_p\simeq T_0+sw\theta_0$, hence $d\ln\theta_0/dT_p=1/(sw\theta_0)$. Since $d(1/T_p)=-dT_p/T_p^2$, the local slope times $k$ is
\begin{equation}
E_{\rm loc}=-kT_p^2\left(\frac1{sw\theta_0}+\frac2{T_p}\right)
\simeq\frac{kT_0^2}{|s|w\theta_0}-2kT_0 ,
\end{equation}
which grows without limit on dilution. It is no barrier at all.

A line through five first-order peaks between 0.25 and 1~ML gives 2.31~eV with $r^2=0.948$. The energy looks plausible, but the points bend: the local value is 1.43~eV between 0.7 and 1~ML and 4.73~eV between 0.25 and 0.35~ML. The second-order data give 2.50~eV in both intervals. Two coverages alone define a line and cannot reveal the bend.

The peak width also differs here. At 1~ML the full width at half maximum is 86~K for the first-order model with falling barrier and 65~K for the second-order model. Equation~\eqref{eq:curv} explains the flatter top: the apparent orders, and with them $R/\theta$, are similar at the two peaks, but the curvature of $\ln R$ carries the true $n$ as a factor.

\section{The converse, and a case with no shift}

A downward shift is not necessary for second order either. If neighbours attract, $w<0$ and the first term of \eqref{eq:dF} is positive. For $n=2$ the bracket also turns negative when $|w|\theta/kT$ lies between $2-\sqrt2\simeq0.59$ and $2+\sqrt2\simeq3.41$, and both terms then favour an upward shift. At low coverage the bracket is positive and the peak still moves down. Keeping the same second-order prefactor and setting $w=-0.30$~eV/ML moves the peak up, from 794.9~K at 0.25~ML to 820.1~K at 1~ML.

Nor does a fixed peak prove a constant barrier. Suppose that the first-order prefactor falls with coverage as $\nu e^{-w\theta/kT_0}$. At $T_0$ this cancels the gain from the lower barrier. The shift between 0.25 and 1~ML shrinks from 27.6 to 0.4~K, with the prefactor at 1~ML reduced by a factor of 9.2. The peak responds to the rate constant as a whole, and the theorem above requires a constant $\nu$.

\section{The model beside a real silicon surface}
\label{sec:real}

On Si(100) the surface atoms form dimers, and the model omits the tendency of hydrogen atoms to share one. Give each doubly occupied dimer a pairing energy $\varepsilon$, let the atoms equilibrate among dimers, and let desorption occur only from doubly occupied ones. Paths that take one atom from each of two neighbouring dimers, which also matter on real Si(100), are left out. The empty, singly and doubly occupied states have weights $1$, $2z$ and $z^2q$, with $q=e^{\varepsilon/kT}$ and $z$ fixed by the coverage. At low coverage $\theta\simeq z$, and the doubly occupied share is $z^2q\simeq q\theta^2$: the order becomes 2, with an effective barrier $E_0-\varepsilon$ because $q$ itself depends on temperature. When pairing is strong ($q\gg1$) and the coverage is neither very low nor nearly full, that share is close to $\theta$ and pairing alone gives an order close to 1. The approach is slow: at half coverage the local order is $1+q^{-1/2}$, which is 1.16 for $q=40$, and it is larger at other coverages. Near full coverage each missing atom leaves a singly occupied dimer, so the share approaches $2\theta-1$ and the local order rises towards 2 again.

With a rough $\varepsilon=0.25$~eV, $q$ is about 40 near 786~K, so the change occurs around a few hundredths of a monolayer. The last column of the table includes pairing as well as the falling barrier. The shift from 0.25 to 1~ML changes modestly, to $-31.4$~K, but at 0.01~ML pairing raises the peak by 28~K and the first-order plateau disappears. Between the models in the table, dilution therefore separates first-order from second-order behaviour at low coverage; it does not fix the law at high coverage or a unique mechanism.

The other omissions estimated here matter less for these numbers. The linear barrier is a mean-field form. If each of four randomly occupied neighbour sites lowers the barrier by $w/4$ and the rate is averaged over occupations, the shift is $-29.9$~K. A 50~L chamber pumped at 100~L/s responds in 0.5~s, which delays the 1~ML peak by 1.0~K. For an assumed sticking probability of $10^{-4}$ on a 1~cm$^2$ sample, readsorption is about $4\times10^{-5}$ of the pumped flow. Dihydride, which matters above 1~ML, is outside the model.

What a downward shift does establish, within these models, is that the rate per adsorbed atom, averaged over the atoms present, depends on coverage. Assigning that dependence to the order requires separate evidence that the barrier and prefactor are constant. If they are known only to approach constants on dilution, data at coverages low enough to separate a shift that stays logarithmic from one that dies out can serve instead. This second route separates first order from higher orders only at those low coverages, as the pairing model shows. It does not by itself give the value of the order: for a constant barrier the leading shift is $(n-1)kT_p^2/E_0$ per unit of $\ln\theta_0$, so $E_0$ must be known as well. If the barrier does not approach a constant on dilution, the route can fail. Suppose that the sites of a first-order surface have an exponential tail of high barriers, that the strongest sites fill first, and that atoms stay on their sites until they desorb. The peak then also shifts logarithmically on dilution. The numerical output below gives the remaining coverages and the convergence shift.

\section*{Computed results}
\begin{verbatim}
Barrier E0 = 2.50 eV; fall w = 0.15 eV/ML; heating rate = 2.0 K/s
First-order prefactor = 1.0e+15 1/s; second-order = 6.314e+15 1/(ML s)
General law: runs checked = 36, each with one peak
First order, fixed barrier: peak at 1 and 0.01 ML = 786.12, 786.12 K
Peaks: theta0 (ML) | first order, falling barrier (K) | second order (K) | first order with pairing (K)
  1.000 |  749.66 |  749.66 |  749.37
  0.700 |  760.90 |  756.28 |  761.47
  0.500 |  768.25 |  762.63 |  769.71
  0.350 |  773.68 |  769.48 |  776.16
  0.250 |  777.27 |  776.04 |  780.79
  0.100 |  782.60 |  794.50 |  789.77
  0.010 |  785.77 |  844.86 |  813.83
  0.001 |  786.08 |  901.82 |  861.79
Shift 0.25 to 1 ML, first order, falling barrier = -27.61 K
Shift 0.25 to 1 ML, second order = -26.38 K
At 1 ML, first-order peak: coverage left = 0.4792 ML
  barrier there = 2.4281 eV; apparent order = 2.113
  peak condition, left and right = 0.050138, 0.050138 1/K
Full width at half maximum, 1 ML: falling barrier = 85.82 K
  second order = 65.05 K; first order, fixed = 50.26 K
Fraction left at fixed-barrier peak x = 0.3868
Slope dTp/d(w theta0) at zero: integration = -233.89 K/eV
  formula = -233.89 K/eV; rough -(2/e)T/E0 = -231.36 K/eV
Rise on dilution 0.01 to 0.001 ML: first order = 0.316 K
  second order = 56.96 K; rough ln(10) k T^2/E0 = 60.54 K
Second-order plot, 0.25 to 1 ML, of first-order data: E = 2.310 eV, r^2 = 0.9481
  of second-order data: E = 2.503 eV, r^2 = 1.000000
Local E from 0.7-1 ML and 0.25-0.35 ML: first-order data = 1.430, 4.727 eV
  second-order data = 2.503, 2.503 eV
Local E of first-order data near 0.01 ML: from peaks = 151.2 eV; formula = 151.7 eV
Isothermal mean order of first-order model at 750 K:
  0.25 to 1 ML = 2.256; 0.005 to 0.02 ML = 1.025
Second order with attraction, w = -0.30 eV/ML: peak at 0.25, 1 ML = 794.85, 820.05 K
Pairing energy used = 0.25 eV
Shift 0.25 to 1 ML with pairing = -31.42 K
Shift 0.25 to 1 ML with random neighbours = -29.87 K
Shift 0.25 to 1 ML with compensating prefactor = -0.37 K
  prefactor reduction needed at 1 ML = factor 9.15
Chamber = 50 L; pump = 100 L/s; pump time = 0.50 s
Peak shift from pump lag at 1 ML = 1.00 K
Sample = 1 cm2; assumed sticking = 1e-04; readsorbed/pumped = 4.4e-05
Convergence shift (tolerance 1e-7, grid 1 K) = 9.1e-06 K
\end{verbatim}
